# Pairwise instability of wet elastic line arrays at conserved gap liquid, part 2

A grating of long elastic lines stands in liquid. Each line is pulled equally from both sides, yet the balance can be unstable. The question is which displacement pattern grows first, and at what load.

Line \(j\) has thickness \(w\) and height \(H\), is clamped at \(z=0\), and deflects sideways by \(y_j(z)\). Energies and forces are per unit length of line. With Young's modulus \(E\) and Poisson's ratio \(\nu\), the bending stiffness is

\[
D=\frac{E}{1-\nu^2}\,\frac{w^3}{12}.
\]

Undisturbed gaps have width \(s\) and are wet to height \(h<H\); disturbed heights are \(h_j=h+\eta_j\). The liquid has surface tension \(\gamma\) and contact angle \(\theta<90^\circ\), and its meniscus slides freely. The gap to the right of line \(j\) widens by \(g_j=y_{j+1}-y_j\), and \(G_j=\int_0^h g_j\,dz\).

For slender lines (\(s,w\ll h\)), the liquid energy of a gap is \(-2\gamma\cos\theta\,h_j\). If each gap conserves its liquid area, this energy changes by

\[
\Delta\Gamma_j=\frac{2\gamma\cos\theta}{s}\,G_j-\frac{2\gamma\cos\theta}{s^2}\,g_j(h)\,G_j .
\]

The first-order terms cancel in a ring. Patterns have phase advance \(q\) per line, amplitude \(a\) and shape \(\varphi(z)\), with \(\Phi=\int_0^h\varphi\,dz\). Their threshold is

\[
(\gamma\cos\theta)_q=\frac{D s^2}{16\kappa h^4\sin^2(q/2)} ,
\]

where \(\kappa=0.12705\). It is lowest for the alternating pattern, \(q=\pi\).

The moments of a unit force at height \(h\) and of a unit uniform load, \(m_1=h-z\) and \(m_2=(h-z)^2/2\), have the overlaps

\[
C_{11}=\int_0^hm_1^2dz=\frac{h^3}{3},\qquad
C_{12}=\int_0^hm_1m_2dz=\frac{h^4}{8},\qquad
C_{22}=\int_0^hm_2^2dz=\frac{h^5}{20}.
\]

The critical shape has \(\varphi''\propto tm_1+m_2/t\), with \(t^2=\sqrt{C_{22}/C_{11}}\). Numerical checks solve the area condition in every gap and find the second derivatives of the liquid energy by finite differences.

The example has polymer lines 20 nm wide, 20 nm gaps, water to 57 nm and \(\gamma\cos\theta=36.0\) mN/m.

## Finite arrays, moving liquid and resist lines

The following symbols and results carry over. Lines of thickness \(w\), height \(H\) and bending stiffness \(D\) stand at gaps \(s\), wet to height \(h\). The suction is \(P=2\gamma\cos\theta/s\), and the scaled load is \(\Lambda=\gamma\cos\theta\,h^4/(Ds^2)\). With the liquid area of each gap conserved, the slender-line threshold for phase \(q\) is \(\Lambda=1/[16\kappa\sin^2(q/2)]\), with \(\kappa=0.12705\). The lowest threshold is \(\Lambda_c=0.49193\), at \(q=\pi\). There \(y_j=(-1)^ja\varphi(z)\), and the area \(\Phi\) under \(\varphi\) up to height \(h\) is \(0.3873\,h\varphi(h)\).

A finite array may not admit \(q=\pi\). A ring with an odd number of lines cannot alternate all the way round. For seven lines the nearest allowed phase is \(6\pi/7\), and the threshold rises to \(\Lambda=0.49193/\sin^2(3\pi/7)=0.5176\). The numerical calculation for seven lines gives the same value.

Between two rigid walls the argument changes slightly. Let \(N\) lines have amplitudes \(v_j\), with \(v_0=v_{N+1}=0\) at the walls. The first-order energy still cancels, since the sum of the gap changes is fixed by the walls. The liquid term contains \(\sum_j(v_{j+1}-v_j)^2\), whose normal patterns satisfy

\[
2v_j-v_{j+1}-v_{j-1}=\lambda v_j .
\]

The solutions that vanish at both walls are \(v_j=\sin kj\) with \(k=\pi m/(N+1)\) and \(m=1,\dots,N\). Since \(v_{j+1}+v_{j-1}=2\cos k\,v_j\), they have \(\lambda=4\sin^2(k/2)\). The largest value belongs to \(m=N\):

\[
\lambda=4\cos^2\frac{\pi}{2(N+1)},\qquad
v_j=(-1)^{j+1}\sin\frac{\pi j}{N+1}.
\]

The signs still alternate, under an envelope that falls towards the walls. For five lines the threshold is \(0.49193/\cos^2(\pi/12)=0.5273\), and the numerical mode has tip displacements \(-0.5,\,0.866,\,-1,\,0.866,\,-0.5\), as the formula predicts up to an overall sign. An array that ends in an open, dry space is a different problem: its outer lines are pulled from one side and bend at any load.

Linear theory identifies the pattern that starts to grow, but not where it stops. For that, the energy is needed beyond second order. Measure heights in \(h\), displacements in \(s\) and energies in \(Ds^2/h^3\), and normalise \(\varphi(1)=1\). Let \(\Psi(z)=\int_0^z\varphi\,dz'\). In the alternating pattern, the height \(\tau\) of the liquid in a gap obeys

\[
\tau=1+\epsilon\Psi(\tau),\qquad \epsilon=\pm2a,
\]

with the plus sign for a narrow gap. To expand \(\tau\), replace 1 by a variable \(x\), so that \(\tau=x+\epsilon\Psi(\tau)\). Differentiating with respect to \(\epsilon\) and to \(x\) gives

\[
\tau_\epsilon=\Psi+\epsilon\Psi'\tau_\epsilon,\qquad
\tau_x=1+\epsilon\Psi'\tau_x ,
\]

and hence \(\tau_\epsilon=\Psi(\tau)\tau_x\). Moreover,

\[
\partial_\epsilon(\Psi^n\tau_x)=\partial_x(\Psi^n\tau_\epsilon)=\partial_x(\Psi^{n+1}\tau_x),
\]

where the first equality holds because both sides equal \(n\Psi^{n-1}\Psi'\tau_x\tau_\epsilon+\Psi^n\tau_{x\epsilon}\). Repeated use shows that the \(n\)th derivative of \(\tau\) with respect to \(\epsilon\) is \(\partial_x^{n-1}(\Psi^n\tau_x)\). At \(\epsilon=0\), where \(\tau=x\), this is the \((n-1)\)th derivative of \(\Psi^n\). Odd powers cancel between a narrow and a wide gap, so the sum of their heights is

\[
\tau_++\tau_-=2+8a^2\Psi\varphi+\frac43a^4(\Psi^4)'''+\dots,
\]

evaluated at \(z=1\). The liquid energy is \(-2\Lambda\) times this sum. At threshold the quadratic term cancels the bending energy of the two lines, and the quartic term remains:

\[
\Delta E_{\rm pair}=-\frac83\Lambda_c\left(24\Psi\varphi^3+36\Psi^2\varphi\varphi'+4\Psi^3\varphi''\right)a^4 .
\]

The bending moment vanishes at the top of the wet part, so \(\varphi''(1)=0\). With \(\Psi=0.3873\), \(\varphi=1\) and \(\varphi'=1.418\), the bracket is 16.95 and the coefficient of \(a^4\) is \(-22.2\). Solving the area condition numerically at \(a=0.01\) gives \(-22.3\). Any further adjustment of the line shapes that lowers the energy would make the result more negative. The bifurcation is therefore subcritical: no stable pairing of small amplitude awaits the lines just beyond threshold. Just below threshold, a small energy barrier protects the uniform state, and a sufficiently large disturbance can cross it.

The growing displacement does meet a geometrical limit. As a gap narrows at constant liquid area, its meniscus climbs and eventually reaches the line top. At that moment

\[
2a\,\Psi(H/h)=\frac Hh-1 .
\]

For \(H=60\) nm and \(h=57\) nm, the right side is 0.0526. Above the liquid the line is straight, so \(\Psi(H/h)=0.3873+0.0526+\tfrac12(1.418)(0.0526)^2=0.442\). In the slender model the narrow gap has then closed by a fraction \(2a=0.119\), or 2.4 nm, measured at height \(h\); a round meniscus raises this to about 2.7 nm. The contact line is caught at the top edge, and the energy used here no longer applies. For these heights, full contact between the lines requires liquid to leave the narrow gap by evaporation or overflow. The calculation selects the pairs; it does not prove that they touch or that they stay together after drying.

Now let the liquid pass between gaps, for instance through a common channel at the line ends. The heights \(h+\eta_j\) become independent variables, and only the total area is conserved. Including this constraint with a multiplier gives

\[
\sum_j\left[-2\gamma\cos\theta\,h_j+P\int_0^{h_j}(s+g_j)\,dz\right].
\]

Stationarity with respect to \(h_j\) in the uniform state requires \(-2\gamma\cos\theta+Ps=0\), which returns the suction already defined. The second-order liquid energy is \(P\sum_jg_j(h)\eta_j\). It contains no term in \(\eta_j^2\), because in this slender model a level change in a parallel gap costs nothing at fixed suction. Rearranging the sum gives

\[
P\sum_jg_j(h)\eta_j=-\sum_jP(\eta_j-\eta_{j-1})\,y_j(h).
\]

Each line thus feels a force \(P(\eta_j-\eta_{j-1})\) at height \(h\), directed towards the fuller gap. A force \(F\) there deflects the line by \(Fh^3/(3D)\) and lowers the energy by \(F^2h^3/(6D)\). For a pattern of phase \(q\) with mean square height change \(\overline{\eta^2}\), the energy per line is

\[
-\frac12P^2\frac{h^3}{3D}\,4\sin^2\frac q2\;\overline{\eta^2}.
\]

This is negative for every \(\gamma\cos\theta>0\), so the threshold disappears. A fuller gap pulls its walls closer, and a narrower gap draws in more liquid. The alternating pattern remains the one with the most negative energy, although its growth rate also depends on the resistance to flow. For six lines loaded to one tenth of \(\Lambda_c\), the numerical second-derivative matrix in the liquid heights, with the deflections relaxed, has lowest eigenvalue \(-0.0129\) in scaled units. The formula gives \(-(2\Lambda)^2\times4/3\) with \(\Lambda=0.0492\), which is the same number.

Liquid can also move along a single trench. A height change that varies with wavenumber \(k\) along the line stretches the meniscus, at a cost of roughly \(\tfrac12\gamma sk^2\overline{\eta^2}\). Setting this equal to the energy gained at \(q=\pi\) gives the estimate

\[
k_c^2=\frac{16\gamma\cos^2\theta\,h^3}{3Ds^3}.
\]

Longer waves can grow. For the numbers of the example, the cutoff wavelength \(2\pi/k_c\) is about 160 nm, or 2.9 wet heights. The estimate lets each slice of a line bend independently, which is doubtful at so short a wavelength. Stiffness along the line reduces its response: treating the line as an elastic plate clamped at its foot lengthens the cutoff to about 250 nm. The cutoff grows as the liquid level falls, to about 310 nm at a wet height of 45 nm. Both values use the slender liquid energy; the pull of a round meniscus on the tilting walls shortens them by roughly a quarter. Trenches much longer than the cutoff can redistribute their liquid below the threshold for conserved areas. That threshold keeps a definite meaning, however. Motions that conserve the area of each gap are among those allowed to mobile liquid, so an array that is unstable to them remains unstable when flow is permitted. Within the slender model, the formula is an upper limit of stability, not a guarantee of safety below it.

The example takes \(E=2\) GPa, \(\nu=0.35\), \(\gamma=72\) mN/m and \(\theta=60^\circ\). The plane-strain modulus is \(2/(1-0.35^2)=2.28\) GPa. With \(w=20\) nm, this gives \(D=1.52\times10^{-15}\) N m. The load is \(72\cos60^\circ=36.0\) mN/m, and the suction is \(2(0.0360)/(20\times10^{-9})\) Pa, or 3.6 MPa. At \(h=57\) nm, the threshold is

\[
(\gamma\cos\theta)_c=\frac{(1.52\times10^{-15})(20\times10^{-9})^2}{16(0.12705)(57\times10^{-9})^4}\ \text{N/m}=28.3\ \text{mN/m}.
\]

The actual load exceeds this by a factor 1.27. Since the threshold varies as \(h^{-4}\), the critical wet height is \(57/1.27^{1/4}=53.7\) nm, or 2.7 line widths. In this model, the most dangerous stage of drying comes soon after the meniscus leaves the line tops, while the liquid is still high.

These lines are not very slender, and the terms of order \(s/h\) matter. The main one arises because the meniscus slides between walls that are no longer parallel. Write the arc length as \(\alpha d/\cos\theta\) and the segment area as \(bd^2\), with \(\alpha=\pi/2-\theta\) and \(b=(\alpha-\sin\theta\cos\theta)/(4\cos^2\theta)\). The area condition then reads \(\int_0^{h+\eta}(s+g)dz-b\,d^2=sh-bs^2\), where \(d=s+g(h+\eta)\). At first order \(\eta=-G/s+2bg\), with \(g\) and \(g'\) taken at \(h\). Call this first-order part \(\eta_1\). The second-order part \(\eta_2\) then obeys \(s\eta_2=-g\eta_1+b(g^2+2sg'\eta_1)\). With corrections of relative order \(s/h\) kept, \(\eta_2\) equals

\[
\frac{gG}{s^2}-\frac{bg^2}{s}-\frac{2bg'G}{s},
\]

while the arc energy contributes \(-\gamma\alpha g'G/(s\cos\theta)\). The product \(gG\) in the liquid energy is thereby replaced by

\[
gG+s\left(\tfrac12\tan\theta\,g'G-bg^2\right),
\]

because \(\alpha/(2\cos^2\theta)-2b=\tfrac12\tan\theta\). The direct effect of wall tilt on the arc adds nothing at this order. The tilt changes the half-angle by an amount of order \(g'\), but the energy is stationary with respect to that angle, so only a term of order \(\gamma s g'^2\) remains, smaller than the leading one by a factor of order \((s/h)^3\). For \(\theta=60^\circ\), \(b=0.091\), and the critical shape gives a relative increase of \((0.866\times1.418-0.091/0.3873)\,s/h\approx1.0\,s/h\). The liquid is more destabilising than the slender formula says. A calculation with circular menisci and thick, tilted walls gives \(\Lambda=0.4910\) at \(s/h=w/h=0.002\), which is 0.2 % below \(\Lambda_c\), as this correction predicts. For the example, the same calculation lowers the critical height from 53.7 to 48.4 nm.

Two elastic effects act in the same direction. Shear adds \(h/K\), \(h^2/(2K)\) and \(h^3/(3K)\) to the responses \(C_{11}/D\), \(C_{12}/D\) and \(C_{22}/D\), where \(K=\tfrac56w\,E/[2(1+\nu)]\) is the shear stiffness of a rectangular section. With the other settings fixed, the critical height becomes 51.2 nm. A line on a soft underlayer also rotates at its foot. For a thick underlayer of the same material, loaded by a traction that varies linearly across the foot, the rotation per unit moment is about \(5.73(1-\nu^2)/(Ew^2)\). Shear and foot rotation together bring the slender-model height down to 44.5 nm. Interaction between neighbouring feet is left out of this estimate, and beam theory is only approximate for such short lines, so the value is uncertain by about half a nanometre.

Dense resist lines of about 20 nm, rinsed in water, are a real case for these parameters. A modulus of a few GPa is a rough value for a glassy polymer. Thin or swollen lines may be softer, and halving \(E\) alone lowers the slender result to 45.1 nm. The contact angle depends on the resist and the rinse. The corrections also add up. With the round meniscus, wall tilt, line thickness, shear and foot rotation all included, the critical height is 38 to 40 nm, or about 2 line widths, depending on how the shear at the contact line and the trench floor are treated, and with half the modulus it is only 1.5 to 1.6 line widths. Limits of this size are where collapse is a practical concern for such patterns, but this rough agreement does not validate the model. Real trenches also break the assumption of conserved gap areas, which can remove the threshold altogether rather than shift it by a fixed amount. Contact-angle hysteresis acts the other way: a contact line pinned to the wall keeps the liquid from climbing in a narrowing gap, and so raises the threshold for small displacements. If the contact lines of the example were fully pinned, the rise would exceed a factor of ten, so the threshold derived here applies only where the meniscus can slide. Finally, the suction puts the water at an absolute pressure of \(-3.5\) MPa. The liquid is under tension, and a vapour bubble would change the load.

For slender lines with clamped feet, conserved gap liquid, a freely sliding meniscus and small \(s/h\), the scaling rule is \(h_c\propto(Ds^2/\gamma\cos\theta)^{1/4}\). If \(w=s\) shrinks at fixed material and rinse, \(D\propto w^3\), so \(h_c\propto w^{5/4}\) and the permitted aspect ratio falls as \(w^{1/4}\). Because of the fourth root, halving \(\gamma\cos\theta\) raises the critical height by 19 %. The example lines are not slender enough for these exponents to be accurate: with all the corrections above, halving \(\gamma\) at fixed \(\theta\) raises their critical height by about a quarter. The numerical output lists the main values for the example.

## Calculated quantities

```
kappa = 0.12705
critical scaled load, formula = 0.49193
critical scaled load, 8-line ring Hessian = 0.49193
critical scaled load, 7-line ring Hessian = 0.51756
critical scaled load, 5 lines between walls = 0.52725
critical scaled load, full geometry, s/h=w/h=0.002 = 0.49101
tip displacements, 8-line ring: [ 1. -1.  1. -1.  1. -1.  1. -1.]
tip displacements, 5 lines between walls: [-0.5    0.866 -1.     0.866 -0.5  ]
mode area / (h * tip displacement) = 0.3873
mode slope at wet height (scaled) = 1.4180
quartic energy coefficient per pair (scaled) = -22.239
same from nonlinear energy at a = 0.01 s = -22.261
free exchange at 0.1 of critical load: lowest eigenvalue = -0.01291
line width = 20 nm, gap = 20 nm
line height = 60 nm, wet height = 57 nm
Young modulus = 2.0 GPa, Poisson ratio = 0.35
surface tension = 72 mN/m, contact angle = 60 deg
bending stiffness D = 1.5195e-15 N m
capillary suction = 3.60 MPa
absolute liquid pressure = -3.50 MPa
gamma cos(theta) present = 36.00 mN/m
gamma cos(theta) critical, alternating = 28.32 mN/m
gamma cos(theta) critical, period of 3 lines = 37.77 mN/m
gamma cos(theta) critical, period of 4 lines = 56.65 mN/m
present / critical load = 1.271
critical wet height = 53.68 nm
critical wet height / line width = 2.684
gap narrowing when liquid reaches the top = 2.38 nm (11.9 % of gap, at the wet height)
critical wet height with shear = 51.23 nm
foot rotation coefficient = 5.7296
critical wet height with shear and soft foot = 44.48 nm
critical wet height with tilt, thickness, round meniscus = 48.39 nm
critical wet height with half the modulus = 45.14 nm
estimated cutoff wavelength along trench = 164 nm
cutoff wavelength / wet height = 2.88
```
